**Pairwise cancellation and detailed balance in electron-phonon collisions**

For electrons with Fermi occupations $f$ and phonons with Bose occupations $N$ at one temperature $T$, each golden-rule process is balanced by its reverse, and the emission-to-absorption ratio without electron factors is $(1+N)/N=e^{\hbar\omega/k_BT}$, where $\hbar\omega$ is the phonon energy. The program asserts the occupation factors and the flux ratio, on and off the energy shell, against an explicit thermal ensemble of two electron levels and one truncated oscillator. For a model chain it finds the energy-conserving partners of one electron state and asserts that gain equals loss for each; the largest relative difference printed is $3.5\times10^{-14}$. It also asserts that the rates from these root sums agree with direct integration using a narrow Gaussian, within 0.3 percent, and that the imbalance caused by the Gaussian width grows about fourfold when the width doubles. With electrons at 300 K and phonons at 200 K, it asserts that gain minus loss equals the prefactor times $(f-f')(n_e-N)$, where $f'$ belongs to the partner state and $n_e$ is the Bose function at the electron temperature. The output then shows a net loss of 0.0345 per ps for the chosen electron state and a growth of 0.0195 per ps for the chosen phonon mode.

## Verification by program

```python
"""Electron-phonon collisions: equilibrium and detailed balance.

Result under test: Fermi and Bose functions at one temperature T make each
forward-reverse pair of golden-rule fluxes cancel on the energy shell, and
 (emission rate upper->lower) / (absorption rate lower->upper)
     = (1 + N) / N = exp(phonon energy / kT)
for the same two states, electron occupation factors removed.
For electrons at Te and phonon occupation N, gain minus loss of a pair is
 (f - f') * (Bose(Te) - N), f for the state studied, f' for its partner.

Model: chain with band -2 J cos(k), phonon energy E0 + E1 cos(q), constant
coupling g; k and q are wave numbers times the lattice constant.
Energies in eV, times in ps, temperatures in K.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq

KB = constants.k / constants.e
HBAR = constants.hbar / constants.e * 1e12
J, E0, E1, G, MU = 0.5, 0.040, 0.005, 0.020, 0.0
T, T_COLD = 300.0, 200.0
K_STATE, Q_MODE = 1.6, 3.0


def band(k):
    return -2 * J * np.cos(k)


def phonon(q):
    return E0 + E1 * np.cos(q)


def fermi(energy, temp):
    return 1 / (np.exp((energy - MU) / (KB * temp)) + 1)


def bose(energy, temp):
    return 1 / np.expm1(energy / (KB * temp))


def shell_points(mismatch):
    """Zeros of the energy mismatch in the zone, with absolute slopes."""
    grid = np.linspace(-np.pi, np.pi, 4002)
    val = mismatch(grid)
    found = []
    for i in np.where(val[:-1] * val[1:] < 0)[0]:
        x = brentq(mismatch, grid[i], grid[i + 1], xtol=1e-15)
        h = 1e-5
        slope = abs(mismatch(x + h) - mismatch(x - h)) / (2 * h)
        found.append((x, slope))
    return found


def mismatch_state(q, side):
    """side=+1: partner above the state; side=-1: partner below."""
    return band(K_STATE + q) - band(K_STATE) - side * phonon(q)


def fluxes(q, side, t_el, t_ph):
    """Occupation factors of loss from and gain into the state."""
    f = fermi(band(K_STATE), t_el)
    fp = fermi(band(K_STATE + q), t_el)
    n = bose(phonon(q), t_ph)
    n_loss, n_gain = (n, 1 + n) if side > 0 else (1 + n, n)
    return f * (1 - fp) * n_loss, fp * (1 - f) * n_gain


# ---- Gibbs ensemble in an explicit Fock space --------------------------
levels = 80
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
ladder = np.diag(np.sqrt(np.arange(1, levels)), 1)
id2, idb = np.eye(2), np.eye(levels)
c1 = np.kron(np.kron(lower, id2), idb)
c2 = np.kron(np.kron(parity, lower), idb)
b = np.kron(np.eye(4), ladder)


def gibbs_fluxes(e1, e2, w):
    """Thermal mean squared matrix elements: absorption, emission."""
    h0 = (e1 - MU) * c1.T @ c1 + (e2 - MU) * c2.T @ c2 + w * b.T @ b
    p = np.exp(-np.diag(h0) / (KB * T))
    p /= p.sum()
    v_abs = c2.T @ c1 @ b
    v_em = v_abs.T
    up = np.sum(p * np.sum(v_abs**2, axis=0))
    down = np.sum(p * np.sum(v_em**2, axis=0))
    return up, down


e_low, w_test = 0.03, 0.04
gibbs_rows = []
for detuning in (0.0, 0.01):
    e_up = e_low + w_test + detuning
    up, down = gibbs_fluxes(e_low, e_up, w_test)
    f1, f2, n = fermi(e_low, T), fermi(e_up, T), bose(w_test, T)
    assert np.isclose(up, f1 * (1 - f2) * n, rtol=1e-10)
    assert np.isclose(down, f2 * (1 - f1) * (1 + n), rtol=1e-10)
    assert np.isclose(down / up, np.exp(-detuning / (KB * T)), rtol=1e-10)
    gibbs_rows.append((detuning, up, down))

# Ratio of squared ladder elements, from a direct sum over oscillator levels
m = np.arange(400)
weight_m = np.exp(-m * w_test / (KB * T))
ladder_ratio = np.sum((m + 1) * weight_m) / np.sum(m * weight_m)
assert np.isclose(ladder_ratio, np.exp(w_test / (KB * T)), rtol=1e-10)

# ---- Collision integral of one electron state --------------------------
f_state = fermi(band(K_STATE), T)
pairs, total, cold_net = [], {}, {}
worst = 0.0
for side in (1, -1):
    points = shell_points(lambda q: mismatch_state(q, side))
    assert len(points) == 2
    loss_sum = gain_sum = net_cold = 0.0
    for q, slope in points:
        pref = G**2 / (HBAR * slope)
        w = phonon(q)
        fp = fermi(band(K_STATE + q), T)
        loss, gain = (pref * x for x in fluxes(q, side, T, T))
        worst = max(worst, abs(gain / loss - 1))
        # electron factors divided out of the two opposite processes
        bare_loss = loss / (f_state * (1 - fp))
        bare_gain = gain / (fp * (1 - f_state))
        bare_abs, bare_em = ((bare_loss, bare_gain) if side > 0
                             else (bare_gain, bare_loss))
        assert np.isclose(bare_em / bare_abs, np.exp(w / (KB * T)),
                          rtol=1e-9)
        loss_c, gain_c = (pref * x for x in fluxes(q, side, T, T_COLD))
        factored = pref * (f_state - fp) * (bose(w, T) - bose(w, T_COLD))
        assert np.isclose(gain_c - loss_c, factored, rtol=1e-9)
        assert abs(factored) > 1e-3 * loss
        loss_sum += loss
        gain_sum += gain
        net_cold += gain_c - loss_c
        pairs.append((side, q, w, band(K_STATE + q), fp, bose(w, T),
                      loss, gain, bare_abs, bare_em))
    total[side] = (loss_sum, gain_sum)
    cold_net[side] = net_cold
assert worst < 1e-10

# Emission and absorption out of the same state: no Boltzmann factor
same_state_ratio = total[-1][0] / total[1][0]
boltz = [np.exp(p[2] / (KB * T)) for p in pairs]
assert same_state_ratio < 0.9 * min(boltz)

# ---- Independent quadrature with a Gaussian in place of the delta ------
q_grid = -np.pi + 2 * np.pi * np.arange(400000) / 400000


def broadened(side, sigma):
    x = mismatch_state(q_grid, side)
    gauss = np.exp(-0.5 * (x / sigma)**2) / (sigma * np.sqrt(2 * np.pi))
    return [G**2 / HBAR * 2 * np.pi * np.mean(part * gauss)
            for part in fluxes(q_grid, side, T, T)]


for side in (1, -1):
    # the finite width shifts rates by order (sigma/kT)^2, about 1e-3
    assert np.allclose(broadened(side, 0.001), total[side], rtol=3e-3)
residue = {}
for sigma in (0.002, 0.001):
    loss, gain = broadened(1, sigma)
    residue[sigma] = (gain - loss) / loss
residue_ratio = residue[0.002] / residue[0.001]
assert abs(residue_ratio - 4) < 0.15

# ---- One phonon mode coupled to all electrons --------------------------
w_mode = phonon(Q_MODE)
mode_points = shell_points(lambda k: band(k + Q_MODE) - band(k) - w_mode)
assert len(mode_points) == 2


def mode_rates(t_ph):
    """Phonon emission and absorption rates of the mode, both spins."""
    n = bose(w_mode, t_ph)
    emission = absorption = 0.0
    for k, slope in mode_points:
        pref = 2 * G**2 / (HBAR * slope)
        f, fp = fermi(band(k), T), fermi(band(k + Q_MODE), T)
        emission += pref * fp * (1 - f) * (1 + n)
        absorption += pref * f * (1 - fp) * n
    return emission, absorption


em_eq, ab_eq = mode_rates(T)
em_cold, ab_cold = mode_rates(T_COLD)
gamma = sum(2 * G**2 / (HBAR * s)
            * (fermi(band(k), T) - fermi(band(k + Q_MODE), T))
            for k, s in mode_points)
assert np.isclose(em_eq, ab_eq, rtol=1e-10)
growth = em_cold - ab_cold
assert np.isclose(growth, gamma * (bose(w_mode, T) - bose(w_mode, T_COLD)),
                  rtol=1e-9)
assert gamma > 0 and growth > 0

# ---- Output ------------------------------------------------------------
print(f"hopping J = {J*1e3:.0f} meV, coupling g = {G*1e3:.0f} meV")
print(f"phonon E0 = {E0*1e3:.0f} meV, E1 = {E1*1e3:.0f} meV")
print(f"mu = {MU*1e3:.0f} meV, T = {T:.0f} K, kT = {KB*T*1e3:.3f} meV")
print(f"state ka = {K_STATE}, energy = {band(K_STATE)*1e3:.3f} meV, "
      f"f = {f_state:.5f}")
print("Fock-space test: lower level 30 meV, phonon 40 meV"
      if (e_low, w_test) == (0.03, 0.04) else "Fock-space test")
for d, up, down in gibbs_rows:
    print(f"  detuning {d*1e3:.0f} meV: absorption flux {up:.6f}, "
          f"emission flux {down:.6f}, ratio {down/up:.5f}")
print(f"  oscillator sum (N+1)/N = {ladder_ratio:.5f}")
for i, (side, q, w, ep, fp, n, loss, gain, ba, be) in enumerate(pairs, 1):
    place = "above" if side > 0 else "below"
    print(f"pair {i}: partner {place}, qa = {q:.5f}, "
          f"phonon = {w*1e3:.3f} meV")
    print(f"  partner energy = {ep*1e3:.3f} meV, f' = {fp:.5f}, "
          f"N = {n:.5f}")
    print(f"  loss = {loss:.6f} /ps, gain = {gain:.6f} /ps")
    print(f"  no electron factors: absorption = {ba:.6f} /ps, "
          f"emission = {be:.6f} /ps")
    print(f"  emission/absorption = {be/ba:.5f}, "
          f"exp(phonon/kT) = {np.exp(w/(KB*T)):.5f}")
print(f"largest |gain/loss - 1| = {worst:.1e}")
print(f"total absorption out of state = {total[1][0]:.6f} /ps")
print(f"total emission out of state = {total[-1][0]:.6f} /ps")
print(f"their ratio emission/absorption = {same_state_ratio:.4f}")
for sigma, r in residue.items():
    print(f"width {sigma*1e3:.0f} meV: (gain-loss)/loss, partners above "
          f"= {r:.3e}")
print(f"ratio of the two residues = {residue_ratio:.3f}")
print(f"phonons at {T_COLD:.0f} K, electrons at {T:.0f} K:")
print(f"  net gain from partners above = {cold_net[1]:.6f} /ps")
print(f"  net gain from partners below = {cold_net[-1]:.6f} /ps")
print(f"  sum df/dt = {cold_net[1] + cold_net[-1]:.6f} /ps")
print(f"mode qa = {Q_MODE}, phonon = {w_mode*1e3:.3f} meV")
print(f"  both at {T:.0f} K: emission = {em_eq:.6f} /ps, "
      f"absorption = {ab_eq:.6f} /ps")
print(f"  phonons {T_COLD:.0f} K: emission = {em_cold:.6f} /ps, "
      f"absorption = {ab_cold:.6f} /ps")
print(f"  N({T:.0f} K) = {bose(w_mode, T):.5f}, "
      f"N({T_COLD:.0f} K) = {bose(w_mode, T_COLD):.5f}")
print(f"  gamma = {gamma:.6f} /ps, dN/dt = {growth:.6f} /ps")
print("checks complete")
```

It prints:

```
hopping J = 500 meV, coupling g = 20 meV
phonon E0 = 40 meV, E1 = 5 meV
mu = 0 meV, T = 300 K, kT = 25.852 meV
state ka = 1.6, energy = 29.200 meV, f = 0.24426
Fock-space test: lower level 30 meV, phonon 40 meV
  detuning 0 meV: absorption flux 0.060474, emission flux 0.060474, ratio 1.00000
  detuning 10 meV: absorption flux 0.061711, emission flux 0.041915, ratio 0.67922
  oscillator sum (N+1)/N = 4.69862
pair 1: partner above, qa = 0.04506, phonon = 44.995 meV
  partner energy = 74.194 meV, f' = 0.05366, N = 0.21276
  loss = 0.029963 /ps, gain = 0.029963 /ps
  no electron factors: absorption = 0.129625 /ps, emission = 0.738874 /ps
  emission/absorption = 5.70009, exp(phonon/kT) = 5.70009
pair 2: partner above, qa = 3.04812, phonon = 35.022 meV
  partner energy = 64.221 meV, f' = 0.07697, N = 0.34775
  loss = 0.047766 /ps, gain = 0.047766 /ps
  no electron factors: absorption = 0.211867 /ps, emission = 0.821116 /ps
  emission/absorption = 3.87562, exp(phonon/kT) = 3.87562
pair 3: partner below, qa = -0.04500, phonon = 44.995 meV
  partner energy = -15.795 meV, f' = 0.64817, N = 0.21276
  loss = 0.063330 /ps, gain = 0.063330 /ps
  no electron factors: absorption = 0.129284 /ps, emission = 0.736930 /ps
  emission/absorption = 5.70009, exp(phonon/kT) = 5.70009
pair 4: partner below, qa = 3.11819, phonon = 35.001 meV
  partner energy = -5.802 meV, f' = 0.55587, N = 0.34812
  loss = 0.088865 /ps, gain = 0.088865 /ps
  no electron factors: absorption = 0.211535 /ps, emission = 0.819181 /ps
  emission/absorption = 3.87255, exp(phonon/kT) = 3.87255
largest |gain/loss - 1| = 3.5e-14
total absorption out of state = 0.077729 /ps
total emission out of state = 0.152195 /ps
their ratio emission/absorption = 1.9580
width 2 meV: (gain-loss)/loss, partners above = 2.578e-03
width 1 meV: (gain-loss)/loss, partners above = 6.442e-04
ratio of the two residues = 4.002
phonons at 200 K, electrons at 300 K:
  net gain from partners above = 0.035566 /ps
  net gain from partners below = -0.070072 /ps
  sum df/dt = -0.034506 /ps
mode qa = 3.0, phonon = 35.050 meV
  both at 300 K: emission = 0.046398 /ps, absorption = 0.046398 /ps
  phonons 200 K: emission = 0.039624 /ps, absorption = 0.020117 /ps
  N(300 K) = 0.34724, N(200 K) = 0.15055
  gamma = 0.099180 /ps, dN/dt = 0.019508 /ps
checks complete
```
